\section*{Why straight energy curves in crystals do not rule out delocalization error, part 2}

Does a straight line of energy against fractional electron number, found in ever larger supercells of an insulator, show that a functional is free of delocalization error? The exact line is straight, and its slope is set by the true ionization energy $I$ or affinity $A$. Formulas are in atomic units with frozen nuclei; energies are quoted in eV.

For a removed charge $0\le\delta\le1$, the bow $D=E(\tfrac12)-\tfrac12\,[E(0)+E(1)]$ measures straightness; a quadratic energy of curvature $\kappa$ has $D=-\kappa/8$. Let $\gamma$ be the density matrix, $dE=\mathrm{Tr}(F\,d\gamma)$, and $\psi$ the band-edge orbital with occupation $f$ and eigenvalue $\varepsilon$. Then $dE/df=\varepsilon$ (Janak's theorem) and
\begin{equation}
\kappa=\frac{d^2E}{df^2}=\Big\langle\psi\Big|\frac{dF}{df}\Big|\psi\Big\rangle .
\end{equation}
On the Bloch branch $\psi$ is a Bloch state of $M$ equivalent cells and the density stays cell-periodic.

The first example was a ring of $M$ non-overlapping H$_2$ molecules (bond 0.74~\AA, spacing 8.0~\AA, 6-31G basis) in PBE, PBE0 and Hartree--Fock (HF), with exact-exchange fraction $\alpha=0$, 0.25 and 1. A monomer with hole $x$ has energy $e(x)=e(0)-\varepsilon_1x+\kappa_1x^2/2+\dots$, with $\kappa_1=12.76$, 9.35 and $-1.68$~eV respectively. With intermolecular distances $R_{0j}$, $S_M=\sum_{j\ne0}1/R_{0j}$ and $I_M=E_M(1)-E_M(0)$, the Bloch branch has
\begin{equation}
E_M(\delta)=M\,e(\delta/M)+(1-\alpha)\frac{\delta^2S_M}{2M}.
\label{ring}
\end{equation}
\begin{equation}
I_M\simeq-\varepsilon_1+\frac{\kappa_1+(1-\alpha)S_M}{2M}.
\label{ip}
\end{equation}
The bow vanishes as $M$ grows, but the slope error against full configuration interaction (FCI, $I_{\rm FCI}=16.194$~eV) stays:
\begin{equation}
-\varepsilon_1-I_{\rm FCI}=(I_1-I_{\rm FCI})-(I_1+\varepsilon_1).
\label{split}
\end{equation}

The closing table also lists the quadrupole level shift $\Theta\sum_j1/2R_{0j}^3$, where $\Theta=\sum q\,(z^2-x^2)$ over a molecule's charges, and the pair average $6/5R_s$ of $1/r$ for charge spread evenly over a sphere of radius $R_s$.

\section{A chain with wide bands and both edges}

\emph{Q.} Your ring has flat bands and you removed electrons only. A crystal has dispersion and a gap.

\emph{A.} Take a model with a known exact answer: spinless fermions on a ring of $M$ cells with sites A and B, site energies $\mp\Delta/2$, hoppings $-t_1$ within and $-t_2$ between cells, and $M$ fermions. An on-site interaction $\frac U2\hat n(\hat n-1)$ vanishes because $\hat n^2=\hat n$, so the exact system is non-interacting. In mean field the Hartree term is $\frac U2\sum n_i^2$, and exchange, $-\frac U2\sum|\gamma_{ii}|^2$, cancels it. Keeping a fraction $\alpha$ of exchange gives
\begin{equation}
E[\gamma]=\mathrm{Tr}\,h\gamma+\frac W2\sum_in_i^2,\qquad W=(1-\alpha)U,
\end{equation}
which is exact at $\alpha=1$ and otherwise contains pure self-interaction, with potential $v_i=Wn_i$. The splitting between B and A becomes $\Delta'=\Delta-W(n_A-n_B)$. The Bloch Hamiltonian has off-diagonal element $-(t_1+t_2e^{-ik})$, so up to a common shift its eigenvalues are
\begin{equation}
\pm\sqrt{\Delta'^2/4+t_1^2+t_2^2+2t_1t_2\cos k},
\end{equation}
and the gap, at $k=\pi$, is $2E_0$ with $E_0^2=\Delta'^2/4+(t_1-t_2)^2$. While $\Delta'>0$ the filled band has $n_A>n_B$, so $W>0$ shrinks the gap and $W<0$ widens it, by an amount that stays finite as $M\to\infty$.

For the curvature let $u_{vk},u_{ck}$ be the two-component cell vectors of the valence and conduction bands, and $a_s=|u(s)|^2$ the weights of the edge state, with $a_A+a_B=1$. A cell-periodic change $dv$ conserves $k$, so first-order perturbation theory gives $du_{vk}=u_{ck}\langle u_{ck}|dv|u_{vk}\rangle/(\varepsilon_{vk}-\varepsilon_{ck})$, and with $n_s=M^{-1}\sum_k|u_{vk}(s)|^2$,
\begin{equation}
dn_s=\sum_t\chi_{st}\,dv_t,\quad \chi_{st}=\frac2M\sum_k\mathrm{Re}\,\frac{u_{vk}^*(s)u_{ck}(s)u_{ck}^*(t)u_{vk}(t)}{\varepsilon_{vk}-\varepsilon_{ck}} .
\end{equation}
At vanishing added charge, the density change is the edge state's own density plus this response, $dn/df=a/M+\chi W\,dn/df$, so $dn/df=(1-\chi W)^{-1}a/M$. The expectation value in $\kappa$ runs over $M$ cells with weight $a/M$ each:
\begin{equation}
\kappa_M=M\cdot\frac{a}{M}\cdot W\frac{dn}{df}=\frac1M\,a\cdot W(1-\chi W)^{-1}a .
\end{equation}
Orthogonality, $\sum_su_v^*(s)u_c(s)=0$, makes the rows and columns of $\chi$ sum to zero, and the denominators are negative, so $\chi_{AA}=\chi_{BB}=-\chi_{AB}=-y$ with $y\ge0$. The eigenvectors $(1,\pm1)/\sqrt2$ have eigenvalues $0$ and $-2y$, and the projections of $a$ on them are $1/\sqrt2$ and $(a_A-a_B)/\sqrt2$. Therefore
\begin{equation}
M\kappa_M=\frac W2\left[1+\frac{(a_A-a_B)^2}{1+2yW}\right].
\end{equation}
In a gapped chain $y$ converges with $M$, so $\kappa_M\propto1/M$ for any $\alpha$ with $1+2yW>0$; the factor is at least 1 for $W\ge0$, and its vanishing would signal an instability towards charge transfer between A and B. With the parameters below it is 0.965 at $\alpha=1.2$, far from that point. The two edge vectors at $k=\pi$ are the columns of a unitary matrix, so their weights are swapped, and hole and electron have the same $\kappa_M$. From $E(\pm1)-E(0)\simeq\pm\varepsilon_{c,v}+\kappa_M/2$, with the argument now the added charge, the total-energy gap is $I-A\simeq\varepsilon_c-\varepsilon_v+\kappa_M$.

With $\Delta=4$, $t_1=1.5$, $t_2=1$, $U=3$~eV the exact gap is $2\sqrt{4+0.25}=4.123$~eV. At $M=32$, in eV:
\begin{center}
\begin{tabular}{lrrrr}
$\alpha$ & $M\kappa_M$ & $D$ & $\varepsilon_c-\varepsilon_v$ & $I-A$\\
0 & $+2.366$ & $-0.0093$ & 2.452 & 2.526\\
0.5 & $+1.331$ & $-0.0052$ & 3.143 & 3.184\\
1.2 & $-0.596$ & $+0.0023$ & 4.590 & 4.572
\end{tabular}
\end{center}
For $\alpha=0$, $-2.366/(8\times32)=-0.0092$~eV and $2.452+2.366/32=2.526$~eV. At $M=8$ the bow is $-0.0375$~eV, four times larger, with the eigenvalue gap still 2.452~eV. The slopes and curvatures of real-space supercells are tested against the $k$-space expressions at both edges. The errors of the eigenvalue gap $\varepsilon_c-\varepsilon_v$ against the exact 4.123~eV are $-1.67$, $-0.98$ and $+0.47$~eV. All rows are for the Bloch branch. At $\alpha=1.2$ and $M=32$ that branch is not the lowest state of the charged cell; the trapped carriers of the next section give $I-A=4.544$~eV and $D=+0.0086$~eV.

\section{Where straightening fails}

\emph{Q.} You keep saying ``on the Bloch branch''. Is that the ground state?

\emph{A.} For $W\ge0$ in the chain it is. Let $\gamma_0$ be the self-consistent solution filled in order of energy, with $F_0=h+Wn_0$. For any $\gamma$ with the same trace and occupations between 0 and 1, write $n=n_0+\Delta n$ and expand the square:
\begin{equation}
E[\gamma]-E[\gamma_0]=\mathrm{Tr}\,F_0(\gamma-\gamma_0)+\frac W2\sum_i\Delta n_i^2\ \ge0 .
\end{equation}
The first term is non-negative because $\gamma_0$ fills the lowest levels of $F_0$, the second because $W\ge0$.

A concave functional can do better by localizing. In the ring, a hole on one molecule costs $(M-1)e(0)+e(\delta)$, with no charge--charge term as one molecule alone is charged. Subtracting Eq.~(\ref{ring}) at quadratic order,
\begin{equation}
E_{\rm loc}-E_{\rm Bloch}\simeq\frac{\kappa_1\delta^2}{2}\Big(1-\frac1M\Big)-(1-\alpha)\frac{\delta^2S_M}{2M}.
\end{equation}
For $M=4$, $\delta=\frac12$, $S_4=4.873$~eV this is $12.76\times0.09375-4.873/32=+1.04$~eV for PBE and $-1.68\times0.09375=-0.16$~eV for HF; the self-consistent values are $+1.037$ and $-0.141$~eV, and their signs are tested. HF prefers the localized hole, and on that branch the bow is $+0.156$~eV at $M=4$ and at $M=8$, the monomer's value.

\emph{Q.} Surely a finite band width restores the Bloch state.

\emph{A.} Not in the chain at $\alpha=1.2$. Put $k=\pi+q$, so that $\cos k\simeq-1+q^2/2$ and the conduction band is $\sqrt{E_0^2+t_1t_2q^2}\simeq E_0+t_1t_2q^2/2E_0$, giving the mass $m=E_0/t_1t_2$ with lengths in cells. On the Bloch branch the second-order energy is $\kappa_Mf^2/2=M\,(M\kappa_M/2)(f/M)^2$, that is $-g\rho^2/2$ per cell for an added charge $\rho$ per cell, with $g=-M\kappa_M>0$. Assume that this holds locally for a slowly varying envelope $\varphi(x)$, $\rho=f\varphi^2$:
\begin{equation}
E-E(0)-f\varepsilon_c=\frac f{2m}\int\varphi'^2dx-\frac{gf^2}2\int\varphi^4dx .
\end{equation}
Try $\varphi=\sqrt{b/2}\,\mathrm{sech}\,bx$. With $\tau=\tanh bx$ and $d\tau=b\,\mathrm{sech}^2bx\,dx$, the norm is $\frac12\int_{-1}^1d\tau=1$, and
\begin{align}
\int\varphi'^2dx&=\frac{b^2}2\int_{-1}^1\tau^2d\tau=\frac{b^2}3,\\
\int\varphi^4dx&=\frac b4\int_{-1}^1(1-\tau^2)\,d\tau=\frac b3 .
\end{align}
The energy $fb^2/6m-gf^2b/6$ is least where $fb/3m=gf^2/6$, at $b=mgf/2$, and there
\begin{equation}
E-E(0)-f\varepsilon_c=\frac{mg^2f^3}{24}-\frac{mg^2f^3}{12}=-\frac{mg^2f^3}{24}.
\end{equation}
This needs $b\ll1\ll bM$ and does not depend on $M$, whereas the Bloch gain $-gf^2/2M$ dies away; comparing the two suggests a crossover near $M=12/mgf$, where $bM=6$ and the isolated profile is a poor trial state. A small modulation of the uniform envelope locates the onset better: the normalized $\varphi\propto1+\eta\cos qx$ with $q=2\pi/M$ costs $fq^2\eta^2/4m$ and gains $gf^2\eta^2/M$, so the Bloch state is unstable for $M>\pi^2/mgf$. For the parameters below and $f=1$ this is $M>10.8$, and the supercell stays uniform at $M=10$ and is modulated at $M=12$. With $m=(4.590/2)/1.5=1.530$ and $g=0.596$ in eV and cell units, $mg^2/24=0.0227$~eV, and $b=0.46$ at $f=1$, so $b\ll1$ is met only roughly. The supercell gives $-0.0229$~eV at $f=1$ for both $M=48$ and $M=64$, 1\% below the formula, while the Bloch state at $M=64$ gains $0.596/128=0.0047$~eV. The bow is $-0.00284+0.02290/2=+0.0086$~eV. It is small, but it does not shrink with size. The result is one-dimensional: in $n$ dimensions a local attraction scales as $b^n$ against the kinetic $b^2$, so for $n=3$ a weak local attraction does not bind a broad state, and long-range screened terms, which I have not treated, would have to be examined.

\section{Tuning}

\emph{Q.} Then can I tune $\alpha$ in my supercell by demanding $I_M+\varepsilon=0$?

\emph{A.} On the Bloch branch Eq.~(\ref{ip}) makes that residual $[\kappa_1+(1-\alpha)S_M]/2M$, which tends to zero for each $\alpha$; for PBE it falls from $+5.98$~eV at $M=1$ to $+1.28$~eV at $M=8$. In the infinite system the condition is met by any $\alpha$. At finite $M$ a root requires $1-\alpha=-\kappa_1(\alpha)/S_M$ at this order, so in the unscreened ring it drifts towards $\alpha=1$ as $S_M$ grows and depends on the size chosen.

With the charge held on one molecule the residual stays finite. For H$_2$ with a PBE-based global hybrid (fraction $1-\alpha$ of PBE exchange, full PBE correlation) it vanishes at $\alpha=0.919$, where $-\varepsilon_1=16.487$~eV. That is 0.293~eV above FCI in this basis, far better than PBE and PBE0. The comparison with HF depends on the basis: HF is closer in 6-31G, but in cc-pVTZ the root is $\alpha=0.904$, the tuned slope lies 0.09~eV below FCI and the HF slope 0.23~eV below. Equation~(\ref{split}) says why: tuning removes the second bracket and leaves the first, the functional's own error at integer charge.

\emph{Q.} What, then, should I examine in my supercells?

\emph{A.} Compare the slopes with an independent value of $I$, $A$ or the gap. Look at $M\kappa_M$ rather than $\kappa_M$, after accounting for the Coulomb term: in the chain it tends to a constant with the sign of $1-\alpha$, zero for the exact functional. And start one calculation from a localized carrier: if it ends at a lower energy, your straight line does not belong to the lowest state. If it does not, that one start has found no lower state, which is not a proof that none exists.

\section*{Table of computed values}
\begin{verbatim}
A: H2 ring, bond 0.74 A, spacing 8.0 A, 6-31G; 1 Ha = 27.2114 eV
FCI I: monomer 16.194 eV (0.59511 Ha), dimer 16.193 eV
S_M (eV): M=2 1.800, M=4 4.873, M=8 7.728, M=1000 25.320
PBE: -eps 10.370 eV, slope error -5.824 eV, kappa_1 12.76 eV
  M=1: D -1.4023 (formula -1.4023), I_M 16.350, I_M+eps +5.981 eV
  M=2: D -0.9030 (formula -0.9031), I_M 13.994, I_M+eps +3.626 eV
  M=4: D -0.5507 (formula -0.5509), I_M 12.570, I_M+eps +2.203 eV
  M=8: D -0.3201 (formula -0.3202), I_M 11.647, I_M+eps +1.280 eV
  M=1000 extrapolated: D -0.00476, I_M 10.389 eV
  M=8 eps shift 0.0031 eV (quadrupole 0.0031), Theta 0.0878 e A^2
PBE0: -eps 12.040 eV, slope error -4.154 eV, kappa_1 9.35 eV
  M=1: D -1.0158 (formula -1.0158), I_M 16.387, I_M+eps +4.347 eV
  M=2: D -0.6590 (formula -0.6591), I_M 14.691, I_M+eps +2.653 eV
  M=4: D -0.4051 (formula -0.4052), I_M 13.660, I_M+eps +1.622 eV
  M=8: D -0.2364 (formula -0.2365), I_M 12.983, I_M+eps +0.946 eV
  M=1000 extrapolated: D -0.00354, I_M 12.054 eV
  M=8 eps shift 0.0031 eV (quadrupole 0.0031), Theta 0.0879 e A^2
HF: -eps 16.213 eV, slope error +0.019 eV, kappa_1 -1.68 eV
  M=1: D +0.1563 (formula +0.1563), I_M 15.516, I_M+eps -0.697 eV
  M=2: D +0.0913 (formula +0.0913), I_M 15.827, I_M+eps -0.385 eV
  M=4: D +0.0492 (formula +0.0492), I_M 16.008, I_M+eps -0.202 eV
  M=8: D +0.0256 (formula +0.0256), I_M 16.106, I_M+eps -0.103 eV
  M=1000 extrapolated: D +0.00021, I_M 16.212 eV
  M=8 eps shift 0.0031 eV (quadrupole 0.0031), Theta 0.0883 e A^2
PBE M=8 band width 7e-07 eV
Janak PBE0 M=2 delta=0.5: dE/ddelta 14.7027, -eps 14.7028 eV
M=4 delta=0.5 E(local)-E(Bloch): PBE +1.037, HF -0.141 eV
HF localized hole M=4: D +0.1563 eV
HF localized hole M=8: D +0.1563 eV
monomer-tuned alpha 0.919: -eps 16.487 eV, slope error +0.293 eV
cubic-lattice sphere M=1189: pair sum/M^2 0.1803, 6/(5Rs) 0.1826 (1/lattice constant)
cubic-lattice sphere M=3071: pair sum/M^2 0.1322, 6/(5Rs) 0.1331 (1/lattice constant)
B: Delta 4.0, t1 1.5, t2 1.0, U 3.0 eV; exact gap (alpha=1) 4.1231 eV
alpha 0.0 M=8: eps gap 2.4518, I-A 2.7506, D(h) -0.03754, D(e) -0.03754 eV
alpha 0.0 M=32: eps gap 2.4520, I-A 2.5261, D(h) -0.00928, D(e) -0.00928 eV
  M*kappa: hole +2.3660, electron +2.3660 eV; gap error -1.6711 eV
alpha 0.5 M=8: eps gap 3.1427, I-A 3.3096, D(h) -0.02091, D(e) -0.02091 eV
alpha 0.5 M=32: eps gap 3.1427, I-A 3.1843, D(h) -0.00521, D(e) -0.00521 eV
  M*kappa: hole +1.3310, electron +1.3310 eV; gap error -0.9804 eV
alpha 1.2 M=8: eps gap 4.5901, I-A 4.5156, D(h) +0.00931, D(e) +0.00931 eV
alpha 1.2 M=32: eps gap 4.5901, I-A 4.5715, D(h) +0.00233, D(e) +0.00233 eV
  M*kappa: hole -0.5961, electron -0.5961 eV; gap error +0.4670 eV
alpha 1.2 M=48 f=1.0: E-f*eps trapped -0.02290, formula -0.02265, Bloch -0.00621 eV
alpha 1.2 M=64 f=1.0: E-f*eps trapped -0.02290, formula -0.02265, Bloch -0.00466 eV
alpha 1.2 M=64 f=0.5: E-f*eps trapped -0.00284, formula -0.00283, Bloch -0.00116 eV
g 0.5961 eV cell, m 1.5300 1/(eV cell^2), trapped D +0.00861 eV
\end{verbatim}
